# Fourier-space relaxation of a small-angle twisted graphene bilayer

## Definitions and conventions

Two identical hexagonal sheets are modelled as elastic continua. Sheet 1 is rotated by $-\theta/2$ and sheet 2 by $+\theta/2$. The algebra uses atomic units, although the classical equations hold in any consistent units. Numbers are in eV and Å.

The lattice vectors are $a_1=a(1,0)$ and $a_2=a(\tfrac12,\tfrac{\sqrt3}{2})$. The reciprocal vectors satisfy $G_i\cdot a_j=2\pi\delta_{ij}$ for $i,j=1,2$, and $G_3=-G_1-G_2$. All three have length $G=4\pi/(\sqrt3a)$ and lie $120^\circ$ apart, so

$$\sum_jG_jG_j^T=\tfrac32G^2I. \tag{1}$$

The local stacking $b$ is the in-plane offset of sheet 2 from sheet 1, modulo a lattice vector. The stacking energy per area is

$$V(b)=V_1\sum_{j=1}^3\cos(G_j\cdot b),\qquad V_1>0. \tag{2}$$

At AA, $b=0$ and $V=3V_1$. At AB, $b=(a_1+a_2)/3$; at BA, $b$ is twice this. Every cosine is then $-\tfrac12$ and $V=-\tfrac32V_1$. The saddle between AB and BA has phases $(\pi,\pi,-2\pi)$ and $V=-V_1$.

A point belongs to whichever of AA, AB and BA is nearest to its $b$. These sites form a triangular lattice in stacking space, so their nearest-site hexagons have equal areas. Each fraction is therefore $1/3$ in the rigid bilayer.

The sheets move oppositely, $u_2=-u_1=u/2$. Strains are small, the spatial mean of $u$ is zero, and no external strain acts. The spacing between sheets is assumed to follow the local stacking, so its energy is contained in $V$.

## Local stacking

With $R_l$ the rotation of sheet $l$, its lattice phase at $r$ is $R_lG_j\cdot(r-u_l)$. Subtracting the phase of sheet 2 from that of sheet 1 gives

$$-(R_2G_j-R_1G_j)\cdot r+\tfrac12(R_2G_j+R_1G_j)\cdot u
=-g_j\cdot r+\cos(\theta/2)\,G_j\cdot u,$$

where $g_j=t\,\hat z\times G_j$ and $t=2\sin(\theta/2)$. Since $(\hat z\times G_j)\cdot r=-G_j\cdot(\hat z\times r)$, replacing the cosine by one gives the phase $G_j\cdot b$ with

$$b(r)=t\,\hat z\times r+u(r). \tag{3}$$

The relative error in the $u$ term is about $\theta^2/8$, or $10^{-5}$ at $0.5^\circ$. The moire period is $L=a/t$ and the cell area is $A_m=A_0/t^2$, with $A_0=\sqrt3a^2/2$.

## Elastic energy and force balance

One sheet with displacement $v$ has energy density $\tfrac12\lambda(\nabla\cdot v)^2+\mu\,\varepsilon_{ij}\varepsilon_{ij}$. Write $v=\sum_qv_qe^{iq\cdot r}$. Then $\varepsilon_{ij,q}=\tfrac i2(q_iv_j+q_jv_i)$, and squaring and summing over $i,j$ gives

$$\sum_{ij}|\varepsilon_{ij,q}|^2=\tfrac12\left(q^2|v_q|^2+|q\cdot v_q|^2\right).$$

The mean energy of one sheet is thus $\tfrac12\sum_q[(\lambda+\mu)|q\cdot v_q|^2+\mu q^2|v_q|^2]$. Two sheets with $v=\pm u/2$ contribute a factor $2\times\tfrac14=\tfrac12$:

$$E_{el}=\tfrac12\sum_qu_q^*\cdot K(q)u_q,\qquad
K=\tfrac12\left[(\lambda+\mu)qq^T+\mu q^2I\right]. \tag{4}$$

Its eigenvalues are $k_L=(\lambda/2+\mu)q^2$ along $q$ and $k_T=\mu q^2/2$ across it.

The stacking force is $F=-\partial V/\partial b=V_1\sum_jG_j\sin(G_j\cdot b)$. The energy gradient and the equilibrium condition are

$$\rho_q=K(q)u_q-F_q=0,\qquad q\ne0. \tag{5}$$

The component $u_0$ is held at zero. A uniform offset, with the pattern carried along, merely translates the moire and costs no energy.

## Scheme and proof of descent

The iteration is

$$u_q\leftarrow u_q-(K+M)^{-1}\rho_q,\qquad M=\tfrac32V_1G^2. \tag{6}$$

The second-derivative matrix of $V$ is $-V_1\sum_jG_jG_j^T\cos(G_j\cdot b)$. As $|\cos|\le1$, equation (1) bounds its eigenvalues in magnitude by $M$. Taylor's theorem at each point, averaged over the cell, gives for any step $d$

$$E(u+d)\le E(u)+\mathrm{Re}\sum_qd_q^*\cdot\rho_q
+\tfrac12\sum_qd_q^*\cdot(K+M)d_q .$$

Inserting $d_q=-(K+M)^{-1}\rho_q$ makes the linear term $-X$ and the quadratic term $+X/2$, where $X=\sum_q\rho_q^*\cdot(K+M)^{-1}\rho_q\ge0$. The energy therefore falls by at least $X/2$. No line search is needed.

```
input  theta, a, lambda, mu, V1, odd grid size N
t = 2 sin(theta/2);  g_j = t z x G_j;  M = 1.5 V1 G^2
u_q = 0
repeat
    u(r)  = inverse FFT of u_q
    phi_j = -g_j.r + G_j.u(r)
    F_q   = FFT of V1 sum_j G_j sin(phi_j), divided by N^2
    rho_q = K u_q - F_q;   rho_0 = 0
    stop if sqrt(sum |rho_q|^2) < 1e-9 V1 G
    split rho_q into parts along q (L) and across q (T)
    u_q = u_q - rho_L/(k_L + M) - rho_T/(k_T + M)

AA area:
    for points c on the edge of the AA hexagon in b-space
        raise s from 0 to 1 in steps; at each s solve
        t z x r + u(r) = s c  by Newton, from the last r
    f_AA = area of the polygon of final r, divided by A_m
```

The Newton matrix is $\partial b/\partial r$, obtained by differentiating the Fourier series. Starting at the AA centre and raising $s$ in small steps follows the branch of the inverse map connected to that centre.

**Cost.** An iteration needs four scalar FFTs and three sines per grid point, so work scales as $N^2\log N$ and memory as $N^2$. The grid spacing $L/N$ must resolve the domain walls, whose width tends to a constant as $L$ grows. Hence $N\propto1/\theta$ at small angle.

**Stability.** Let $H$ be the second derivative of the stacking energy at the minimum. Linearizing (6) multiplies an error by $(K+M)^{-1}(M-H)$. If $K+H$ is positive, the eigenvalues lie between 0 and 1; convergence is slow where $K+H$ has a small eigenvalue. Setting $M=0$ gives the simpler iteration $u=K^{-1}F$, with error factor $-K^{-1}H$. Using the AB curvature $\tfrac34V_1G^2$ and $k_T=\tfrac12\mu t^2G^2$, its size is roughly $\tfrac34\eta$, where

$$\eta=\frac{2V_1}{\mu t^2}. \tag{7}$$

This estimate suggests that the simpler iteration fails once $\eta$ exceeds a value of order one. It is on the low side: the largest eigenvalue of $K^{-1}H$ at the relaxed state is 0.44 at $\eta=0.5$, 1.04 at $\eta=1$ and 2.4 at $\eta=2.07$, so the simpler iteration already fails at $\eta=1$.

## Weak relaxation: why AA shrinks

For $\eta\ll1$, evaluate the force at $u=0$, where $G_j\cdot b=-g_j\cdot r$. Then $F=-V_1\sum_jG_j\sin(g_j\cdot r)$. Since $G_j\perp g_j$, the response is purely transverse, with stiffness $\tfrac12\mu t^2G^2$:

$$u=-\frac{\eta}{G^2}\sum_jG_j\sin(g_j\cdot r). \tag{8}$$

The local rotation is $\omega=\tfrac12(\partial_xu_y-\partial_yu_x)$. Using $g_{jx}G_{jy}-g_{jy}G_{jx}=-tG^2$,

$$\omega=\tfrac12\eta t\sum_j\cos(g_j\cdot r). \tag{9}$$

The sum is 3 at AA and $-\tfrac32$ at AB. The local twist $t+\omega$ is therefore $t(1+\tfrac32\eta)$ at AA and $t(1-\tfrac34\eta)$ at AB. Faster rotation carries the stacking away from AA over a shorter distance; slower rotation widens AB and BA.

For the areas, expand the determinant of $\partial b/\partial r$:

$$\det\frac{\partial b}{\partial r}=t^2+2t\omega+\det\nabla u
=t^2\left[1+\eta\sum_j\cos(G_j\cdot b)\right]+O(\eta^2t^2).$$

An area $d^2b$ occupies $d^2b/\det(\partial b/\partial r)$ in real space. Dividing by $A_m=A_0/t^2$ and integrating over the AA hexagon $W$,

$$f_{AA}=\frac13-\frac{\eta}{A_0}\int_W\sum_j\cos(G_j\cdot b)\,d^2b .$$

The three cosines contribute equally. Let $x$ run along $G_1$. The hexagon has half-width $h=a/(2\sqrt3)$ and side $a/3$, so its extent across $x$ is $(2a/3)(1-|x|/2h)$. With $y=Gx$ and $\alpha=Gh=2\pi/3$, the integral is

$$6\,\frac{2a}{3G}\int_0^\alpha\left(1-\frac{y}{2\alpha}\right)\cos y\,dy
=\frac{2a}{G}\left[\sin\alpha+\frac{1-\cos\alpha}{\alpha}\right].$$

The bracket is $\tfrac{\sqrt3}{2}+\tfrac{9}{4\pi}$, and $2a/(GA_0)=1/\pi$. Thus

$$f_{AA}=\frac13-\frac{\eta}{\pi}\left(\frac{\sqrt3}{2}+\frac{9}{4\pi}\right)
\approx\frac13-0.5036\,\eta. \tag{10}$$

Inversion, $r\to-r$ and $u\to-u$, exchanges AB and BA, so each gains half the lost area.

To leading order in $\eta$, the energy gain is $\tfrac12\langle F\cdot u\rangle$; the curvature of $V$ enters only at order $\eta^2V_1$. Different sine waves are orthogonal and each square averages to $\tfrac12$, so the gain is $\tfrac12(V_1\eta/G^2)(3G^2/2)=\tfrac34\eta V_1$.

A full minimization at $\eta=0.002$ tests these coefficients. It gives 0.5033 for the area loss, 1.5007 and $-0.7492$ for the twists, and 0.7496 for the energy gain. Reversing $V_1$ reverses the trend: at $2^\circ$ the AA fraction becomes 0.3995.

Beyond weak relaxation one general statement remains. The minimum energy cannot exceed that of the rigid bilayer, whose mean $V$ is zero. Since $E_{el}\ge0$, relaxation cannot raise the mean stacking energy. This does not by itself determine the area fractions, which must be measured from the solution.

## Strong relaxation: walls and nodes

For $\eta\gg1$, AB and BA fill triangles separated by straight walls that meet at AA nodes. Across a wall, take the straight stacking path with phases $(p,p,-2p)$, where $p$ runs from $2\pi/3$ to $4\pi/3$. Measured from the minimum,

$$\Delta V=V_1\left(2\cos p+\cos2p+\tfrac32\right)=2V_1\left(\cos p+\tfrac12\right)^2. \tag{11}$$

The path length is $a/\sqrt3$, hence $dp/db=2\pi/(\sqrt3a)=G/2$. Threefold symmetry makes $u=0$ at the centres of the AB and BA triangles. By (3), $b$ therefore changes between neighbouring centres by $t\,\hat z\times d$, where $d$ is their separation. Since $d$ is normal to the wall between them, the change of $b$ is parallel to the wall, which is thus a shear wall. The term $t\,\hat z\times r$ is a pure rotation without strain, so $b$ and $u$ have the same strain. With $b'$ the derivative across the wall, $\varepsilon_{ij}\varepsilon_{ij}=b'^2/2$, and the two sheets together store $\tfrac14\mu b'^2$.

Minimizing $\int(\tfrac14\mu b'^2+\Delta V)\,dx$ with flat ends gives $\tfrac14\mu b'^2=\Delta V$. The energy per wall length is then

$$\gamma=\int\sqrt{\mu\,\Delta V}\,db
=\sqrt{2\mu V_1}\,\frac{\sqrt3a}{2\pi}\left(\sqrt3-\frac\pi3\right). \tag{12}$$

At the centre $\Delta V=V_1/2$, so $b'=t_*$ with $t_*=\sqrt{2V_1/\mu}$. Dividing the path length by this slope defines the width

$$w=\frac{a}{\sqrt3\,t_*}. \tag{13}$$

The crossover $\eta=1$ is the angle at which $t=t_*$. A moire cell contains three wall segments of length $L$. Its energy above uniform AB stacking therefore grows as $3\gamma L$, plus a node term that tends to a constant if nodes are far apart.

## Worked example at 0.5 degree

The inputs are $a=2.46$ Å, $\lambda=3.5$ eV/Å$^2$, $\mu=9.5$ eV/Å$^2$ and $V_1=7.5\times10^{-4}$ eV/Å$^2$. They are rough values in the regime of graphene. With $t=0.008727$,

$$\eta=\frac{2(7.5\times10^{-4})}{9.5(0.008727)^2}=2.07,\qquad
L=\frac{2.46}{0.008727}=282\ \text{Å}=28.2\ \text{nm}.$$

On a $63\times63$ grid, the stopping criterion is met after 25 iterations. The AA fraction falls from 0.333 to 0.042, a loss of 87% of its area. AB and BA each rise to 0.479, a gain of 44%. Counting stackings on a separate set of points gives 0.042, 0.480 and 0.478.

The local twist is $1.71^\circ$ at AA and $0.19^\circ$ at AB. The linear formulas are unusable here: (10) would give a negative area, and (9) a negative twist at AB.

The mean stacking energy falls by $7.79\times10^{-4}$ eV/Å$^2$, while elasticity costs $2.26\times10^{-4}$. The net gain is $5.53\times10^{-4}$ eV/Å$^2$, or 38 eV per moire cell. The longitudinal share of the elastic energy is $7\times10^{-5}$, so the deformation remains almost pure shear.

With material parameters fixed, changing the angle gives:

| Twist (deg) | $\eta$ | $f_{AA}$ | $f_{AB}=f_{BA}$ | AA area (Å$^2$) |
|---:|---:|---:|---:|---:|
| 2.00 | 0.130 | 0.271 | 0.364 | 1167 |
| 1.00 | 0.518 | 0.147 | 0.426 | 2535 |
| 0.50 | 2.07 | 0.042 | 0.479 | 2883 |
| 0.20 | 13.0 | 0.007 | 0.497 | 2889 |
| 0.15 | 23.0 | 0.004 | 0.498 | 2889 |

AA shrinks relative to its rigid area at every listed angle. Its absolute area $f_{AA}A_m$ nevertheless rises towards a constant as the twist decreases: the fall of $f_{AA}$ is at first slower than the growth of the cell area as $1/t^2$, and then matches it. Once the node area is constant, $f_{AA}\propto t^2$.

Equation (12) gives $\gamma=0.0554$ eV/Å. The increase in cell energy between $0.20^\circ$ and $0.15^\circ$, divided by three times the increase in $L$, gives the same value to the digits shown. The width of an isolated wall, from (13), is 113 Å, or 11.3 nm. At $0.5^\circ$ the walls are not yet fully separate: the slope at their centre is about 15% above $t_*$, which makes the width about 98 Å.

## Neglected effects and the real bilayer

**Shape of the stacking function.** Equation (2) fixes the saddle barrier at one ninth of the AA–AB difference. Real stacking functions need not obey this ratio. Adding a second harmonic of amplitude $-0.1V_1$, with $V_1$ fixed, raises the barrier from $0.5V_1$ to $0.9V_1$ and changes $f_{AA}$ from 0.042 to 0.040. Wall energies are more exposed: integrating $\sqrt{\mu\,\Delta V}$ along the same straight path with the second harmonic included raises $\gamma$ by about 33%.

**Corrugation.** Assume a spacing rise of 0.25 Å from AB to AA, varying linearly with $V$ and shared equally by the sheets, and a bending rigidity of 1.5 eV per sheet. These are rough inputs. The bending energy is then $4\times10^{-9}$ eV/Å$^2$, less than $10^{-5}$ of the energy gain.

**Thermal and zero-point motion.** In AB, treat the relative in-plane modes as oscillators with stiffness $k_{L,T}+\tfrac34V_1G^2$ and half the mass density of one sheet, up to a wavevector that preserves the number of modes per atomic cell. At 300 K, one component of $u$ fluctuates by $\sigma=0.058$ Å. Gaussian averaging multiplies $V_1$ by $e^{-G^2\sigma^2/2}=0.986$, lowering $\eta$ by 1.4%. This counts acoustic branches only and depends on the cutoff: a cutoff larger by $\sqrt2$, which doubles the number of modes to stand in for the optical branches, gives $\sigma=0.064$ Å and 0.982. The reduction is therefore 1 to 2%.

**Finite strain.** The largest principal strain in either sheet is 0.35%. Linear elasticity is reasonable at this level, although its error has not been computed.

Small-angle graphene bilayers do form triangular AB and BA domains separated by narrow walls, and the model's wall width of order 10 nm is a plausible scale. Real devices also contain twist variation and relative strain. At $0.5^\circ$, where $f_{AA}$ is nearly proportional to $t^2$, a 10% local increase in twist raises $f_{AA}$ by about 20%. A uniaxial relative strain $e$ without lateral contraction changes moire lengths by up to about $e/(2t)$, or 6% for $e=0.001$. The domains then cease to be equilateral, and (3) needs an added strain term.

## Failure modes for implementers

- **Sign of the phase.** The signs of $g_j\cdot r$ and $G_j\cdot u$ in the pseudocode are opposite. Changing only the sign of $g_j\cdot r$ reverses the local rotation and makes AA expand in the weak limit. Changing only the sign of $G_j\cdot u$ leaves the first-order result (8) unchanged, but gives a wrong force once $u$ is appreciable, so the weak-limit tests of area and twist do not reveal it. The energy test does: evaluated with the same phases, the energy rises by about $\tfrac94\eta V_1$ instead of falling by $\tfrac34\eta V_1$.
- **Mean displacement.** $K(0)=0$, so the iteration with $M=0$ cannot be solved at $q=0$. With $M>0$ it can, but the pattern is then free to drift away from $r=0$, where the area routine starts. With $M>0$, setting $\rho_0=0$ holds the pattern in place. With $M=0$, the $q=0$ update must be skipped altogether, since it would be $0/0$.
- **Symmetric start.** Starting from $u=0$ preserves symmetry and could end at a symmetric saddle. At $0.5^\circ$, a random start of 0.2 Å rms reached the same energy within $10^{-7}V_1$. Other potentials or strained cells need their own trial.
- **Under-resolved walls.** Keep $L/N$ well below $w$. In the example it is 4.5 Å against about 98 Å. An odd $N$ avoids an unpaired highest frequency in the derivatives.
- **Larger strain or twist.** The scheme can still converge when the continuum assumptions fail, so convergence does not establish physical validity.

The numerical output following this note lists the main values with more digits.

## Computed values

```
Rough inputs: a = 2.46 A, lambda = 3.5 eV/A^2, mu = 9.5 eV/A^2
Stacking amplitude V1 = 7.50e-04 eV/A^2
AA minus AB stacking energy = 3.375e-03 eV/A^2
Saddle minus AB stacking energy = 3.750e-04 eV/A^2
|G| = 2.9493 1/A; curvature bound M = 9.7854e-03 eV/A^4
Crossover t_star = 0.01257 rad = 0.720 degree
Example twist = 0.50 degree; t = 0.008727
Example eta = 2.073
Moire period = 281.9 A = 28.19 nm; cell area = 68819 A^2
Grid = 63 x 63; iterations = 25
Rigid fractions counted AA, AB, BA = [0.333 0.333 0.333]
Relaxed fractions counted AA, AB, BA = [0.042 0.48  0.478]
Relaxed AA fraction from mapped boundary = 0.0419
Relaxed AB fraction = BA fraction = 0.4791
AA area change = -87.4 percent
AB area change = 43.7 percent
Local twist at AA = 1.711 degree
Local twist at AB = 0.188 degree
Elastic energy = 2.2625e-04 eV/A^2
Mean stacking energy, rigid = 0, relaxed = -7.7889e-04 eV/A^2
Energy gain = 5.5264e-04 eV/A^2 = 38.03 eV per moire cell
Largest principal strain in one layer = 0.347 percent
Longitudinal share of elastic energy = 7.15e-05
Largest error of local stacking sum against atoms = 4.9e-05
Weak test eta = 0.002
AA area coefficient: computed 0.5033, formula 0.5036
Twist coefficients computed: AA 1.5007, AB -0.7492
Energy coefficient computed: -0.7496
AA fraction at 2 degree with V1 reversed = 0.3995
Columns: twist/degree, eta, f_AA, f_AB, AA twist/degree, AA area/A^2
 2.00    0.130 0.2713 0.3643 2.398 1167
 1.00    0.518 0.1473 0.4263 1.783 2535
 0.50    2.073 0.0419 0.4791 1.711 2883
 0.20   12.958 0.0067 0.4966 1.710 2889
 0.15   23.037 0.0038 0.4981 1.710 2889
Wall energy: formula 0.05544, from moire cells 0.05544 eV/A
Wall-centre gradient: formula 0.01257, computed 0.01257
Wall width = 113.0 A = 11.30 nm
AA fraction with second harmonic -0.1 V1 = 0.0396
Saddle barrier with that harmonic = 6.750e-04 eV/A^2
Rough corrugation inputs: 0.25 A rise, 1.5 eV rigidity
Bending energy = 4.02e-09 eV/A^2; share of gain = 7.3e-06
Rms of one component of u at 300 K = 0.0576 A
Smearing factor on V1 at 300 K = 0.9857
```
